# Why a photoemission cutoff and a Kelvin probe disagree on patches

## Question

I have a metallic contact test sample covered by parallel stripes of two silicides. Their work functions are about 4.5 and 5.0 eV, and the lower one covers 40 percent of the area. The stripes repeat every 4 mm, and both the ultraviolet lamp and my Kelvin probe cover many of them.

I bias the sample by 10 V, with the analyser entrance 10 mm away, and find the work function from the low-energy cutoff of the secondary electrons. I expected the area average, because electrons are collected from the whole surface. Is that right? Should the Kelvin probe give the same number, and does the stripe width matter?

## Answer

The two instruments average different things. The Kelvin probe adds induced charges, which are linear in the surface potential. The cutoff asks for the smallest energy at which any electron gets out, and a minimum is not a mean. The stripe width matters because the stripes create an electric field in front of the surface, and this field can close the easy exit.

### The potential outside the surface

Count energies from the sample's Fermi level, which both silicides share. Let $\phi_1<\phi_2$ be the work functions, $D=\phi_2-\phi_1$, $f$ the area share of the lower one, $P$ the period and $k=2\pi/P$. Let $x$ be measured from the middle of a low stripe and $z$ outward. The total extraction field has magnitude $F$ and pulls electrons outward. The electron's potential energy is then

$$U(x,z)=\phi_2-D\,h(x,z)-eFz .$$

Here $h$ obeys Laplace's equation, equals 1 on low stripes and 0 on high ones at $z=0$, and stays bounded far away. So $U$ starts at the local work function, as it must.

On the surface $h$ is an even periodic function. Its mean is $f$, and its cosine coefficients are

$$\frac2P\int_{-fP/2}^{fP/2}\cos(nkx)\,dx=\frac{4}{nkP}\sin\frac{nkfP}{2}=\frac{2}{\pi n}\sin(n\theta),\qquad \theta=\pi f .$$

Laplace's equation makes the $n$th harmonic decay as $e^{-nkz}$. With $q=e^{-kz}$,

$$h=f+\frac2\pi\sum_{n\ge1}\frac{q^n}{n}\sin(n\theta)\cos(nkx).$$

Far out only $f$ survives, and the potential there is set by the average $\bar\phi=f\phi_1+(1-f)\phi_2$.

### Where the easiest exit lies

Two sums are needed. They are the imaginary and real parts of a geometric series:

$$\sum_{n\ge1}q^ne^{in\alpha}=\frac{qe^{i\alpha}}{1-qe^{i\alpha}}=\frac{qe^{i\alpha}-q^2}{1-2q\cos\alpha+q^2}.$$

Dividing numerator and denominator by $q$, and using $q+1/q=2\cosh kz$ and $1/q-q=2\sinh kz$, gives

$$\sum q^n\sin n\alpha=\frac{\sin\alpha}{2(\cosh kz-\cos\alpha)},\qquad
\sum q^n\cos n\alpha=\frac12\left[\frac{\sinh kz}{\cosh kz-\cos\alpha}-1\right].$$

First take the sideways slope. Differentiate $h$ with respect to $x$ and use $2\sin n\theta\sin nkx=\cos n(\theta-kx)-\cos n(\theta+kx)$:

$$\frac{\partial h}{\partial x}=-\frac{k}{2\pi}\sinh kz\left[\frac1{\cosh kz-\cos A}-\frac1{\cosh kz-\cos B}\right],$$

with $A=\theta-kx$ and $B=\theta+kx$. Since $\cos A-\cos B=2\sin\theta\sin kx$, the bracket is positive for $0<x<P/2$. Thus $h$ falls on going away from the middle of a low stripe. At every height, $U$ is lowest on the axis $x=0$.

On that axis the outward slope follows from the sine sum:

$$\frac{dU}{dz}=\frac{Dk}{\pi}\,\frac{\sin\theta}{\cosh kz-\cos\theta}-eF .$$

The first term is the pull back towards the surface caused by the neighbouring high stripes. It is largest at $z=0$, where $\sin\theta/(1-\cos\theta)=\cot(\theta/2)$. The potential energy therefore falls all the way out if

$$F\ge F_c=\frac{2D}{eP}\cot\frac{\pi f}{2}.$$

In that case an electron leaving the middle of a low stripe along the normal, with energy just above $\phi_1$, escapes. None can be emitted into vacuum below $\phi_1$. The threshold is $\phi_1$, and $f$ enters only through the condition on the field.

For your sample,

$$F_c=\frac{2\times0.5}{4}\cot 36^\circ=0.344\ \text{V/mm},\qquad F=\frac{10}{10}=1\ \text{V/mm}.$$

The condition holds. At this field the critical period is 1.376 mm, so your 4 mm stripes count as large. Not every part of a low stripe is equally open: near its borders the patch field still pulls electrons back. The force at the surface points outward on 79 percent of the low stripe's width.

### What fine stripes do

If $F<F_c$, the axis has a barrier. Setting $dU/dz=0$ gives the height $z_s$ of its top:

$$\cosh kz_s=\cos\theta+\frac{Dk\sin\theta}{\pi eF}.$$

To find its energy, integrate the geometric series term by term. This gives $\sum q^n\sin(n\theta)/n=-\operatorname{Im}\ln(1-qe^{i\theta})$, and hence

$$h(0,z)=f+\frac2\pi\arctan\frac{q\sin\theta}{1-q\cos\theta},\qquad U_s=\phi_2-D\,h(0,z_s)-eFz_s .$$

This is the escape threshold for every path. A path from the surface to the analyser must cross the height $z_s$, and there $U$ is nowhere below $U_s$. The straight path on the axis attains this value, since symmetry leaves no sideways force there.

Take the same materials and field, but a period of 0.04 mm. Then $k=157.1$ mm$^{-1}$ and

$$\cosh kz_s=0.309+\frac{0.5\times157.1\times0.951}{\pi\times1}=24.1,$$

so $kz_s=3.87$ and $z_s=0.0247$ mm. At this height $h=0.413$, and

$$U_s=5.000-0.206-0.025=4.769\ \text{eV}.$$

The onset is now close to the average of 4.80 eV, although the local work functions have not changed. An electron leaving a narrow low stripe soon enters a region where the potentials of the neighbours have blended.

With the field and the area share held fixed, the threshold varies with period as follows:

| Period (mm) | Threshold (eV) |
|---:|---:|
| 4 | 4.500 |
| 1 | 4.527 |
| 0.4 | 4.634 |
| 0.1 | 4.737 |
| 0.04 | 4.769 |
| 0.004 | 4.795 |

In the limit $eFP/D\to0$, $\cosh kz_s$ grows as $1/(FP)$, so $q\to0$ and $h\to f$. The height $z_s$ grows only logarithmically in units of $P$, so $eFz_s\to0$ as well. What remains is $U_s\to\phi_2-Df=\bar\phi$. Your expectation of an average is therefore the weak-field, fine-patch limit.

This also suggests a measurement: repeat the cutoff at several biases and refer each result to the sample's Fermi level. Because $dU/dz=0$ at the barrier top, a small shift of $z_s$ does not change $U_s$ to first order, and

$$\frac{dU_s}{d(eF)}=-z_s .$$

For a 1 mm period at 1 V/mm, $z_s=0.112$ mm. The threshold then falls at a local rate of 0.112 eV per V/mm of added field. For your 4 mm stripes it should stay at $\phi_1$ until the field drops below 0.344 V/mm, which is about 3.4 V across your 10 mm if the analyser's work function equals the sample's average. The contact potential between them adds to the field, so analyser work functions from 4.3 to 5.1 eV put this bias between 2.9 and 3.7 V. A bias-independent cutoff thus does not prove that the surface is uniform: large patches in a strong field give one too.

### From the threshold to a measured spectrum

A threshold is not yet an onset read from a curve, so I simulated classical trajectories in this potential. The assumptions are:

- Both silicides have the same internal secondary spectrum, proportional to $E^{-4}$, the lamp lights whole periods evenly, and the analyser collects from whole periods.
- At each energy, emission is uniform in transverse momentum over the allowed disc.
- The analyser accepts a half-angle $\alpha=4^\circ$ after acceleration through $V_b=10$ V. The small initial kinetic energy is neglected beside 10 eV, so the accepted transverse energy is at most $W=eV_b\sin^2\alpha=0.0487$ eV.
- The instrument adds a Gaussian broadening of 0.05 eV full width at half maximum.

For a uniform surface of work function $\phi$, these rules give a signal proportional to $E^{-4}\min(E-\phi,W)$: a short ramp, then a slowly falling tail. The striped surface adds deflection and return to the surface.

Phase-space conservation provides a test. Well above $\phi_2$, accepted trajectories traced backwards should all end on the surface, where the phase-space density depends on energy alone. The accepted flux should then equal that of a uniform surface. Above 5.2 eV the simulated ratio averages 0.988, within the 5 percent tolerance set for it.

The broadened spectrum of your sample, scaled to 1 at 5.30 eV, is 0.000 at 4.40 eV, 0.091 at 4.50 eV and 0.623 at 4.60 eV. It forms a shoulder of 0.732 at 4.80 eV and 0.693 at 4.90 eV, then climbs to 1.148 at 5.10 eV. At this acceptance there are two edges, and nothing begins at the average of 4.80 eV. These heights are not converged to the digits shown: finer sampling moves them by up to 0.015 (the shoulder at 4.80 eV becomes 0.72), and it moves the tangent crossings given below by up to 0.005 eV.

The shoulder is higher than the area share suggests. With 40 percent of the flux of a uniform surface it would be $0.4\,(5.30/4.80)^4=0.59$ at 4.80 eV, not 0.73. The accepted flux depends on the trajectories as well as on the emitting area, so the height of the shoulder is not a direct measure of area.

### Which edge does the tangent use?

One way to read the onset is to draw a tangent to the rising edge and take its zero crossing,

$$E_0=E_*-\frac{S(E_*)}{S'(E_*)},$$

where $S$ is the signal and $E_*$ the energy of greatest slope on the chosen edge. With two edges, the choice matters. I kept the period at 4 mm and the field at 1 V/mm, and varied only the low share. The critical field is 0.77 V/mm for a share of 0.2 and 0.13 V/mm for 0.7, so all three cases are in the open regime.

| Low share | First edge (eV) | Steepest edge (eV) | Kelvin (eV) |
|---:|---:|---:|---:|
| 0.2 | 4.494 | 4.953 | 4.900 |
| 0.4 | 4.491 | 4.905 or 4.49 (near tie) | 4.800 |
| 0.7 | 4.490 | 4.490 | 4.650 |

The first edge stays within 0.01 eV of $\phi_1$, while the Kelvin value moves by 0.25 eV. That is the difference between a minimum and a mean.

The steepest edge behaves otherwise. For a share of 0.2 it belongs to the high stripes, and an automatic fit to the greatest slope misses the low stripes. For your share of 0.4 the two edges are almost equally steep: their slopes differ by about 3 percent. The sampling used for the table picks the second edge, while a finer energy grid makes the first slightly steeper and gives 4.49 eV. A flat internal spectrum favours the second edge, and one falling faster than $E^{-4}$ favours the first, so an automatic fit can land on either. When it takes the second edge, the result is not quite $\phi_2$. At the second edge the signal is $S=S_0+S_2$, where $S_0$ is the shoulder left by the low stripes. Extrapolating to zero signal instead of to the shoulder moves the crossing down by an extra $S_0/S'$. The second-edge reading of 4.905 eV for your sample is thus neither work function nor their average. This depends on the acceptance. If $W$ exceeds $D$, the first ramp is still rising when the second starts. Ignoring deflection and the slow $E^{-4}$ factor, the signal just above $\phi_2$ is then $f(E-\phi_1)+(1-f)(E-\phi_2)=E-\bar\phi$, and its tangent crosses zero at the average. In the same model with $\alpha=16^\circ$ ($W=0.76$ eV) the steepest tangent gives about 4.80 eV, while the first edge stays near 4.51 eV. Plot the region below the main edge on an expanded scale before fitting.

If you use the width of the spectrum, the same warning applies. With a photon energy of 21.22 eV and the first onset at 4.49 eV, the width from Fermi edge to cutoff is 16.73 eV. Subtracting it from the photon energy returns the same 4.49 eV, with no averaging.

For the 0.04 mm stripes the first tangent gives 4.77 eV, which agrees with the calculated barrier of 4.769 eV within the 0.02 eV spacing of the energy grid. The first accepted electrons appear at 4.79 eV. The grid point at 4.77 eV lies only about 1 meV above the barrier and gave no counts.

### Why the Kelvin probe averages

Let the probe be a flat plate at distance $d$, with uniform work function $\phi_p$ and applied voltage $V$ relative to the grounded sample. The electrostatic potential is $-\phi(x)/e$ just outside the sample and $V-\phi_p/e$ just outside the probe. In the gap it can be written

$$\psi=-\frac{\bar\phi}{e}+\frac zd\left(V-\frac{\phi_p-\bar\phi}{e}\right)+\sum_{n\ge1}b_n\cos(nkx)\frac{\sinh nk(d-z)}{\sinh nkd}.$$

Each term obeys Laplace's equation. The sum carries the stripe pattern at $z=0$ and vanishes on the probe. The probe's lower face has its outward normal along $-z$, so its charge density is $\varepsilon_0\,\partial\psi/\partial z$ at $z=d$. The cosine terms give positive and negative charge there, but integrate to zero over a whole period. For a probe area $a$ covering whole periods,

$$Q=\frac{\varepsilon_0a}{d}\left(V-\frac{\phi_p-\bar\phi}{e}\right).$$

Vibrating the probe changes $1/d$ and drives a current proportional to the same bracket. The current vanishes at $eV=\phi_p-\bar\phi$, whatever the gap and however wide the stripes. With $\phi_p=5.10$ eV and $\bar\phi=0.4\times4.5+0.6\times5.0=4.80$ eV, the null is at 0.300 V. A finite-difference solution of Laplace's equation reproduced the average for gaps of 0.5 and 1.0 mm within $10^{-6}$ eV. At the 0.5 mm gap, charge of both signs remained on the probe at the null.

The condition of whole periods matters. Consider a guarded probe 10 mm wide at a gap of 0.5 mm. Centred on a low stripe, it covers three low stripes, or 4.8 mm out of 10 mm, and its total charge vanishes at a voltage that corresponds to 4.764 eV. Centred on a high stripe, it covers two, or 3.2 mm, and the corresponding value is 4.836 eV. Each is 0.036 eV from the true average. These are nulls of the charge at a fixed gap. A vibrating probe nulls the change of charge with gap instead. The charge from the $n$th cosine term varies as $1/\sinh nkd$, while the uniform term varies as $1/d$, so taking the derivative multiplies that term's share of the error by $nkd\coth nkd$. Summing the terms gives an error of 0.044 eV for a small vibration. Scanning the probe and averaging over a period removes this error.

### How far this carries to a real sample

The values 4.5 and 5.0 eV are rough figures; phase, orientation and cleanliness change them. If the patches are instead grains of about a micrometre, they are far below the critical period. For such a mixture at your field, the model puts the onset near the average: for regular stripes of period 0.004 mm it is 4.795 eV. Random grains contain clusters of low grains that open somewhat lower exits; random square grains of 1 µm over a 0.5 mm square give a threshold of about 4.77 eV.

The assumptions most easily broken are even illumination and even collection. Accepted electrons drift sideways by less than 2 mm on the way to the analyser, so an entrance narrower than a period sees mainly the stripe below it. A 1 mm opening above a high stripe lowers the accepted fraction at 4.70 eV from 0.44 to 0.06 and moves the steepest tangent to about 4.98 eV. If the lamp spot falls inside one high stripe, the low stripes emit nothing and the onset moves to about 5.0 eV, a shift of 0.5 eV. Different secondary yields change the heights of the two edges; they do not move the first threshold, but a weak first edge can sink into the background. Adsorbates can shift work functions by tenths of an electronvolt, so a Kelvin reading in air and a photoemission reading in vacuum may refer to different surfaces.

The other neglected effects are smaller for your numbers:

- The image force lowers the threshold by less than $\sqrt{e^3F/4\pi\varepsilon_0}=1.2$ meV, because the patch field makes the net field at the low stripe smaller than $F$.
- Replacing the $E^{-4}$ internal spectrum by a flat one moves the first tangent from 4.491 to 4.492 eV.
- The stripe pattern is reflected by an analyser plane at 10 mm with a relative weight of only $e^{-2kd}\approx2\times10^{-14}$.
- At 300 K the Fermi edge has a 10–90 percent width of 0.114 eV. This matters for locating the energy reference, so fit the edge's midpoint, not its foot.

Quantum reflection at the surface is left out and not sized.

### What to use for a barrier estimate

In the unpinned Schottky–Mott estimate, the electron barrier is the metal work function minus the semiconductor's electron affinity. Replacing the Kelvin average by the first cutoff lowers that estimate by the full difference, $4.800-4.491=0.31$ eV. Neither reading measures the buried interface, where bonding and interface states can change the barrier.

So report both values, together with the patch size, the extraction field, the analyser's acceptance angle and field of view, and the edge you fitted. On your sample, 4.49 eV from the cutoff and 4.80 eV from the Kelvin probe are compatible: the first locates the lower patch, the second the area mean. The numerical output below gives the remaining values.

## Calculated quantities

```
work functions low, high: 4.50, 5.00 eV
low area share: 0.40; period: 4.00 mm
bias: 10.0 V; distance: 10.0 mm
extraction field: 1.00 V/mm
acceptance half-angle: 4.0 degrees
accepted transverse energy: 0.0487 eV
resolution FWHM: 0.050 eV
critical field: 0.344 V/mm
critical period at this field: 1.376 mm
low-stripe share with outward surface force: 0.790
escape barrier against period:
  P = 4.000 mm: top at 0.0000 mm, 4.500 eV
  P = 1.000 mm: top at 0.1124 mm, 4.527 eV
  P = 0.400 mm: top at 0.1047 mm, 4.634 eV
  P = 0.100 mm: top at 0.0473 mm, 4.737 eV
  P = 0.040 mm: top at 0.0247 mm, 4.769 eV
  P = 0.004 mm: top at 0.0039 mm, 4.795 eV
broadened spectrum, period 4 mm (5.30 eV = 1):
  4.40 eV: 0.000
  4.50 eV: 0.091
  4.60 eV: 0.623
  4.80 eV: 0.732
  4.90 eV: 0.693
  5.00 eV: 0.738
  5.10 eV: 1.148
share: first count / first tangent / steepest / Kelvin (eV)
  0.2: 4.51 / 4.494 / 4.953 / 4.900
  0.4: 4.51 / 4.491 / 4.905 / 4.800
  0.7: 4.51 / 4.490 / 4.490 / 4.650
Kelvin minus first tangent: 0.309 eV
photon energy: 21.22 eV; spectrum width: 16.73 eV
flux above 5.2 eV / uniform surface: 0.988
discarded escaping trajectories: 0.48 %
fine stripes, period: 0.040 mm
  barrier: 4.769 eV; first count: 4.79 eV
  first tangent: 4.770 eV
probe work function: 5.10 eV; null: 0.300 V
10 mm probe centred on low stripe: 4.764 eV
10 mm probe centred on high stripe: 4.836 eV
image-force lowering: 1.20 meV
Fermi-edge 10-90 % width at 300 K: 0.114 eV
finite-distance correction factor: 2.3e-14
first tangent, flat internal spectrum: 4.492 eV
```
